# Why a Capacitor Stable at Fixed Voltage Has Nonnegative Capacitance: a program that tests the result

```python
"""Result under test: a capacitor that is stable at fixed voltage V has
C = dQ/dV >= 0, even when one internal layer has negative capacitance.

Q: electrode charge per area; P: ferroelectric polarization; V: voltage.
Layer law: E = alpha*P + beta*P**3 and Q = eps0*eps_b*E + P.
t_f, t_d: ferroelectric and dielectric thickness; g: gradient stiffness.
F(Q): free energy at fixed charge; G(V): free energy at fixed voltage.
All internal work is in SI units; printed values use engineering units.
Material parameters are rough typical values for hafnia on alumina.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import circulant, solve_banded
from scipy.optimize import brentq, minimize

eps0, qe, hbar = const.epsilon_0, const.e, const.hbar
nm = 1e-9
temperature = 300.0
kT = const.k * temperature
rng = np.random.default_rng(4)

# Rough inputs
P_s, E_switch = 0.20, 1.0e8
eps_b, eps_d = 20.0, 9.0
t_f, t_d, V_op = 5 * nm, 1.5 * nm, 0.4
column = 0.5 * nm
wall_half_width = 0.3 * nm
cell_area = 25 * nm**2
alpha = -1.5 * np.sqrt(3) * E_switch / P_s
beta = -alpha / P_s**2
g_rough = -alpha * wall_half_width**2 / 2
eb, ed = eps0 * eps_b, eps0 * eps_d

# The Landau coefficients must reproduce the chosen switching field.
P_scan = np.linspace(0, P_s, 20001)
assert abs(-np.min(alpha*P_scan + beta*P_scan**3) / E_switch - 1) < 1e-6


def kernel(k, td):
    """Interface potential per unit modulated polarization charge."""
    return 1 / (eps0*k*(eps_b/np.tanh(k*t_f) + eps_d/np.tanh(k*td)))


def coupling(n, td, g):
    """Gradient and depolarization coupling among n periodic columns."""
    k = np.abs(2*np.pi*np.fft.fftfreq(n, d=column))
    m = np.zeros(n)
    nz = k > 0
    m[nz] = (t_f*g*(2*np.sin(k[nz]*column/2)/column)**2
             + kernel(k[nz], td))
    return circulant(np.fft.ifft(m).real)


def functions(V, n, td, g):
    M = coupling(n, td, g)

    def energy(y):
        Q, P = y[0], y[1:]
        return (t_f*np.mean(alpha*P**2/2 + beta*P**4/4) + P @ M @ P/(2*n)
                + t_f*(Q-P.mean())**2/(2*eb) + td*Q**2/(2*ed) - Q*V)

    def gradient(y):
        Q, P = y[0], y[1:]
        back = t_f*(Q-P.mean())/eb
        gp = (t_f*(alpha*P + beta*P**3) + M @ P - back)/n
        return np.concatenate([[back + td*Q/ed - V], gp])

    def hessian(y):
        P = y[1:]
        H = np.empty((n+1, n+1))
        H[0, 0] = t_f/eb + td/ed
        H[0, 1:] = H[1:, 0] = -t_f/(eb*n)
        H[1:, 1:] = (np.diag(t_f*(alpha+3*beta*P**2)) + M)/n + t_f/(eb*n*n)
        return H
    return energy, gradient, hessian


def relax(V, P0, td=t_d, g=g_rough):
    """Return a stable state, its energy and its Hessian."""
    P0 = np.asarray(P0, dtype=float)
    f, df, ddf = functions(V, len(P0), td, g)
    start = np.concatenate([[P0.mean()], P0])
    y = minimize(f, start, jac=df, hess=ddf, method='trust-exact',
                 options={'gtol': 1e-7, 'maxiter': 1000}).x
    for _ in range(6):
        y = y - np.linalg.solve(ddf(y), df(y))
    assert np.max(np.abs(df(y))) < 1e-11
    H = ddf(y)
    assert np.linalg.eigvalsh(H)[0] > 0
    return y, f(y), H


def slope(V, P0, td=t_d):
    """Differential capacitance from two separately relaxed states."""
    dV = 1e-4
    return (relax(V+dV, P0, td)[0][0] - relax(V-dV, P0, td)[0][0])/(2*dV)


# General quantum test: charge need not commute with the Hamiltonian.
A = rng.normal(size=(8, 8))
B = rng.normal(size=(8, 8))
H0, charge = (A+A.T)/2, (B+B.T)/2


def thermal(V):
    w, U = np.linalg.eigh(H0 - V*charge)
    p = np.exp(-(w-w[0]))
    Z = p.sum()
    X = U.T @ charge @ U
    return w, p/Z, X, w[0]-np.log(Z), np.sum(p/Z*np.diag(X))


w, p, X, G0, mean0 = thermal(0.3)
kubo = -mean0**2
for i in range(8):
    for j in range(8):
        weight = p[i] if i == j else (p[i]-p[j])/(w[j]-w[i])
        kubo += X[i, j]**2 * weight
step = 1e-4
up, down = thermal(0.3+step), thermal(0.3-step)
assert abs(-(up[3]-down[3])/(2*step) - mean0) < 1e-6
quantum_slope = (up[4]-down[4])/(2*step)
assert abs(quantum_slope/kubo - 1) < 1e-5 and quantum_slope > 0

# Uniform stack at the operating voltage.
state, G_uniform, H_uniform = relax(V_op, [0.02])
Q_op, P_op = state
L = alpha + 3*beta*P_op**2
C_f = (1 + eb*L)/(t_f*L)
C_d = ed/t_d
C_series = 1/(1/C_f + 1/C_d)
C_numeric = slope(V_op, [P_op])
assert abs(C_numeric/C_series - 1) < 1e-5
assert abs(np.linalg.inv(H_uniform)[0, 0]/C_numeric - 1) < 1e-5
assert C_f < 0 < C_d < C_numeric
V_d = Q_op/C_d
E_f = (Q_op-P_op)/eb
V_f = E_f*t_f
assert abs(V_f + V_d - V_op) < 1e-9

# Critical dielectric thickness: relax a small kick on both sides.
C_f_zero = (1 + eb*alpha)/(t_f*alpha)
t_crit = -ed/C_f_zero
assert abs(relax(0, [0.01], 0.95*t_crit)[0][0]) > 0.01
assert abs(relax(0, [0.01], 1.05*t_crit)[0][0]) < 1e-7

# A thin dielectric: stable polarization at fixed Q, but F(Q) is nonconvex.
t_thin = 0.5*nm


def F_thin(Q):
    P = brentq(lambda x: x + eb*(alpha*x+beta*x**3) - Q, -1, 1, xtol=1e-14)
    return (t_f*(alpha*P**2/2 + beta*P**4/4) + t_f*(Q-P)**2/(2*eb)
            + t_thin*Q**2/(2*ed))


fixed_charge_stiffness = t_f*(alpha + 1/eb)
h = 1e-3
F_curv = (F_thin(h) - 2*F_thin(0) + F_thin(-h))/h**2
assert fixed_charge_stiffness > 0 and F_curv < 0
assert abs(F_curv/(1/C_f_zero + t_thin/ed) - 1) < 1e-3

# Equilibrium of a small cell exchanging whole electrons with the source.
numbers = np.arange(-80, 81)
Q_levels = numbers*qe/cell_area
F_levels = np.array([F_thin(q) for q in Q_levels])


def charge_moments(V):
    x = -cell_area*(F_levels-Q_levels*V)/kT
    prob = np.exp(x-x.max())
    prob /= prob.sum()
    mean = prob @ Q_levels
    return mean, prob @ (Q_levels-mean)**2


dV = 1e-5
C_equilibrium = (charge_moments(dV)[0]-charge_moments(-dV)[0])/(2*dV)
C_variance = cell_area*charge_moments(0)[1]/kT
assert C_equilibrium > 0 and abs(C_equilibrium/C_variance-1) < 1e-3

# Double Legendre transform against direct splitting into two regions.
q = np.linspace(-0.15, 0.15, 601)
F_grid = np.array([F_thin(x) for x in q])
volts = np.linspace(-0.3, 0.3, 1201)
G_grid = np.min(F_grid[None, :] - volts[:, None]*q[None, :], axis=1)
Q_mix = 0.0201
hull = np.max(G_grid + Q_mix*volts)
left, right = q < Q_mix, q > Q_mix
q1, q2 = q[left][:, None], q[right][None, :]
fraction = (q2-Q_mix)/(q2-q1)
split = np.min(fraction*F_grid[left][:, None]
               + (1-fraction)*F_grid[right][None, :])
assert abs(split-hull) < 1e-6 and split < F_thin(Q_mix)-1e-4

# Check the modulated electrostatics by solving Poisson's equation.
k_test, dz = 1.2e9, 0.01*nm
nf, nd = round(t_f/dz), round(t_d/dz)
eps_half = np.r_[np.full(nf, eps_b), np.full(nd, eps_d)]*eps0
size = nf+nd-1
bands = np.zeros((3, size))
bands[0, 1:] = -eps_half[1:-1]/dz
bands[2, :-1] = -eps_half[1:-1]/dz
bands[1] = ((eps_half[:-1]+eps_half[1:])/dz
            + k_test**2*dz*(eps_half[:-1]+eps_half[1:])/2)
source = np.zeros(size)
source[nf-1] = 1
phi = solve_banded((1, 1), bands, source)[nf-1]
assert abs(phi/kernel(k_test, t_d)-1) < 1e-3

# Gradient stiffness required to prevent lateral domains at V = 0.
k_scan = np.linspace(0.02e9, 10e9, 10000)
g_min = np.max((-alpha*t_f-kernel(k_scan, t_d))/(t_f*k_scan**2))
n_col = 48
flat = np.zeros(n_col+1)
low = np.linalg.eigvalsh(functions(0, n_col, t_d, 0.8*g_min)[2](flat))[0]
high = np.linalg.eigvalsh(functions(0, n_col, t_d, 1.2*g_min)[2](flat))[0]
assert low < 0 < high

# Relax domain states and keep the lowest one found at each voltage.
domains = []
for V in (0.0, V_op):
    uniform, G_flat, _ = relax(V, [0.02])
    starts = [uniform[1] + 1e-4*rng.normal(size=n_col)]
    for width in (2, 3, 4, 6, 8, 12):
        sign = 1 - 2*((np.arange(n_col)//width) % 2)
        starts.append(uniform[1]+0.15*sign+1e-3*rng.normal(size=n_col))
    best = min((relax(V, s) for s in starts), key=lambda r: r[1])
    y, G_dom, H_dom = best
    C_dom = slope(V, y[1:])
    assert G_dom < G_flat and C_dom > 0
    assert abs(C_dom/np.linalg.inv(H_dom)[0, 0]-1) < 1e-3
    spectrum = np.abs(np.fft.rfft(y[1:]-y[1:].mean()))
    period = n_col*column/(1+np.argmax(spectrum[1:]))
    inv_layer = 1/C_dom-1/C_d
    domains.append((V, C_dom, 1/inv_layer, G_dom-G_flat, period))

# Sizes of other neglected effects.
screen_length = 0.02*nm
C_screened = 1/(1/C_numeric + 2*screen_length/eps0)
noise = np.sqrt(kT*C_numeric/cell_area)
breakdown = 1.0e9
barrier_d, barrier_f, mass = 3.0, 2.0, 0.2*const.m_e
s = (np.arange(400)+0.5)/400
U_d = barrier_d-V_d*s
U_f = barrier_f-V_d-V_f*s


def action(U, thickness, E):
    gap = np.maximum(U-E, 0)*qe
    return 2*thickness*np.mean(np.sqrt(2*mass*gap))/hbar


energies = np.linspace(-1.5, 1.0, 1001)
transmit = np.array([np.exp(-action(U_d, t_d, E)-action(U_f, t_f, E))
                     for E in energies])
thermal_eV = kT/qe
supply = (np.logaddexp(0, -energies/thermal_eV)
          - np.logaddexp(0, -(energies+V_op)/thermal_eV))
integral = np.sum(transmit*supply)*(energies[1]-energies[0])*qe
J = qe*const.m_e*kT/(2*np.pi**2*hbar**3)*integral
T_dielectric = np.exp(-action(U_d, t_d, 0))


def show(label, value, unit):
    print(f"{label}: {value:.4g} {unit}")


show("Temperature", temperature, "K")
show("Ferroelectric thickness", t_f/nm, "nm")
show("Dielectric thickness", t_d/nm, "nm")
show("Spontaneous polarization (rough input)", P_s*100, "uC/cm2")
show("Uniform switching field (rough input)", E_switch/1e8, "MV/cm")
show("Background permittivity", eps_b, "(relative)")
show("Dielectric permittivity", eps_d, "(relative)")
show("Landau alpha", alpha, "m/F")
show("Landau beta", beta, "m^5/(F C^2)")
show("Applied voltage", V_op, "V")
show("Uniform state: charge", Q_op*100, "uC/cm2")
show("Uniform state: polarization", P_op*100, "uC/cm2")
show("Ferroelectric field", E_f/1e8, "MV/cm")
show("Dielectric field", V_d/t_d/1e8, "MV/cm")
show("Ferroelectric voltage", V_f, "V")
show("Dielectric voltage", V_d, "V")
show("Ferroelectric layer capacitance", C_f*100, "uF/cm2")
show("Dielectric layer capacitance", C_d*100, "uF/cm2")
show("Total capacitance, series formula", C_series*100, "uF/cm2")
show("Total capacitance, relaxed states", C_numeric*100, "uF/cm2")
show("Critical dielectric thickness", t_crit/nm, "nm")
show("Thin test dielectric", t_thin/nm, "nm")
show("Thin stack: F'' at Q=0", F_curv/100, "cm2/uF")
show("Cell area for thermal tests", cell_area/nm**2, "nm2")
show("Thin stack: equilibrium C at V=0", C_equilibrium*100, "uF/cm2")
show("Quantum test: slope of mean charge", quantum_slope, "(model units)")
show("Quantum test: Kubo sum", kubo, "(model units)")
show("Wall half-width (rough input)", wall_half_width/nm, "nm")
show("Gradient stiffness from wall", g_rough, "m^3/F")
show("Stiffness needed for uniform state", g_min, "m^3/F")
for V, C, C_layer, gain, period in domains:
    tag = f"Domains at {V:.1f} V"
    show(tag + ": total capacitance", C*100, "uF/cm2")
    show(tag + ": ferroelectric capacitance", C_layer*100, "uF/cm2")
    show(tag + ": energy minus uniform", gain*nm**2/qe, "eV/nm2")
    show(tag + ": main period", period/nm, "nm")
show("Screening length per electrode (rough)", screen_length/nm, "nm")
show("Uniform C with electrode screening", C_screened*100, "uF/cm2")
show("Thermal rms charge in one cell", noise*100, "uC/cm2")
show("Alumina breakdown field (rough input)", breakdown/1e8, "MV/cm")
show("Dielectric field / breakdown field", V_d/t_d/breakdown, "")
show("Alumina barrier (rough input)", barrier_d, "eV")
show("Hafnia barrier (rough input)", barrier_f, "eV")
show("Tunnelling mass (rough input)", mass/const.m_e, "electron masses")
show("WKB current through stack", J/1e4, "A/cm2")
show("Time to leak the stored charge", Q_op/J, "s")
show("WKB transmission of alumina alone", T_dielectric, "")
print("success")
```

Printed output:

```
Temperature: 300 K
Ferroelectric thickness: 5 nm
Dielectric thickness: 1.5 nm
Spontaneous polarization (rough input): 20 uC/cm2
Uniform switching field (rough input): 1 MV/cm
Background permittivity: 20 (relative)
Dielectric permittivity: 9 (relative)
Landau alpha: -1.299e+09 m/F
Landau beta: 3.248e+10 m^5/(F C^2)
Applied voltage: 0.4 V
Uniform state: charge: 3.645 uC/cm2
Uniform state: polarization: 4.659 uC/cm2
Ferroelectric field: -0.5724 MV/cm
Dielectric field: 4.575 MV/cm
Ferroelectric voltage: -0.2862 V
Dielectric voltage: 0.6862 V
Ferroelectric layer capacitance: -14.85 uF/cm2
Dielectric layer capacitance: 5.313 uF/cm2
Total capacitance, series formula: 8.272 uF/cm2
Total capacitance, relaxed states: 8.272 uF/cm2
Critical dielectric thickness: 0.6722 nm
Thin test dielectric: 0.5 nm
Thin stack: F'' at Q=0: -0.02161 cm2/uF
Cell area for thermal tests: 25 nm2
Thin stack: equilibrium C at V=0: 3347 uF/cm2
Quantum test: slope of mean charge: 1.789 (model units)
Quantum test: Kubo sum: 1.789 (model units)
Wall half-width (rough input): 0.3 nm
Gradient stiffness from wall: 5.846e-11 m^3/F
Stiffness needed for uniform state: 5.978e-10 m^3/F
Domains at 0.0 V: total capacitance: 4.661 uF/cm2
Domains at 0.0 V: ferroelectric capacitance: 38.01 uF/cm2
Domains at 0.0 V: energy minus uniform: -0.1031 eV/nm2
Domains at 0.0 V: main period: 3 nm
Domains at 0.4 V: total capacitance: 4.93 uF/cm2
Domains at 0.4 V: ferroelectric capacitance: 68.46 uF/cm2
Domains at 0.4 V: energy minus uniform: -0.07986 eV/nm2
Domains at 0.4 V: main period: 3 nm
Screening length per electrode (rough): 0.02 nm
Uniform C with electrode screening: 6.022 uF/cm2
Thermal rms charge in one cell: 0.3702 uC/cm2
Alumina breakdown field (rough input): 10 MV/cm
Dielectric field / breakdown field: 0.4575 
Alumina barrier (rough input): 3 eV
Hafnia barrier (rough input): 2 eV
Tunnelling mass (rough input): 0.2 electron masses
WKB current through stack: 2.002e-09 A/cm2
Time to leak the stored charge: 1821 s
WKB transmission of alumina alone: 1.373e-05 
success
```
